Spin-mixing conductance, absorbed transverse spin current and spin-transfer torque

Let a normal metal N with M open modes per spin touch a magnet F whose majority spins point along the unit vector m, and let r↑_nm and r↓_nm be the amplitudes for reflection from mode m into mode n for spin parallel and antiparallel to m. If the electrons arriving from N carry a spin accumulation **μ**, the part of the spin current perpendicular to m that flows into the magnet is, in linear response,

I_⊥ = (1/4π) [ Re g m×(**μ**×m) + Im g **μ**×m ],   (1)

g = Σ_nm ( δ_nm − r↑_nm r↓*_nm ),   (2)

and G↑↓ = (e²/h) g is the spin-mixing conductance. The torque on the magnet is the transverse spin current that enters minus the one that leaves on the far side. It has the form (1) with g replaced by g − g_t, where g_t = Σ_nm t↑_nm t↓*_nm is built from the transmission amplitudes. The statement that g alone governs the torque holds when g_t is negligible, which happens exponentially fast in the thickness for an insulator or a half-metal but slowly for a metal: in the free-electron model solved below, at zero temperature, the transverse current left at depth x in a semi-infinite magnet falls only as 1/x, and g_t of a film follows it as far as multiple reflections inside the film can be dropped.

Hartree atomic units are used (ħ = 1, electron mass 1, h = 2π). Spin is s = σ/2, and I counts spin per unit time flowing in the direction +x, from N (x < 0) toward F. The magnetization is antiparallel to m because the electron charge is negative. The magnet is described in mean field,

H = −½∇² + V(r) − ½ Δ(r) m·σ,

with arbitrary V and Δ, with Δ = 0 in N, with one static direction m throughout, and without spin-orbit coupling. Scattering is elastic and coherent. Because H commutes with m·σ, each spin component along m solves its own scalar problem, with potential V − Δ/2 for ↑ and V + Δ/2 for ↓. In spin space the reflection amplitude is therefore

r̂_nm = r↑_nm P↑ + r↓_nm P↓,  P↑,↓ = (1 ± m·σ)/2,

and likewise for transmission. With m as quantization axis these matrices are diagonal.

Take an electron of energy ε incident in mode m with spinor (a↑, a↓). In N the transverse functions χ_n(y) and the wave numbers k_n are the same for both spins, so the components are a_σ ψ_σ with

ψ_σ = Σ_n χ_n(y) k_n^(−1/2) [ δ_nm e^(ik_n x) + r^σ_nm e^(−ik_n x) ] + evanescent terms.

The factor k_n^(−1/2) gives each wave unit flux. The spin current density of a spinor Ψ is j_a = Im(Ψ†(σ_a/2)∂_xΨ), which can be written as ½ Tr(σ_a J) with the 2×2 matrix

J_σσ′ = a_σ a_σ′* (ψ_σ′* ∂_xψ_σ − ∂_xψ_σ′* ψ_σ)/2i.

Integration over the cross-section removes products of different n, since the χ_n are orthonormal. For n = m write e = e^(ikx) and ē = e^(−ikx), and drop the normalization for a moment:

ψ↓* ∂_xψ↑ = (ē + r↓* e) ik (e − r↑ ē) = ik (1 − r↑ ē² + r↓* e² − r↑r↓*),
∂_xψ↓* ψ↑ = −ik (ē − r↓* e)(e + r↑ ē) = −ik (1 + r↑ ē² − r↓* e² − r↑r↓*).

In the difference the terms in e² and ē² cancel and 2ik(1 − r↑r↓*) remains. Division by 2i and by the normalization k gives 1 − r↑_mm r↓*_mm. For n ≠ m there is no incident wave, and the same lines give −r↑_nm r↓*_nm. An evanescent term c_σ e^(κx) contributes c↑c↓*(κ − κ)/2i = 0. The identical calculation holds for any pair of spin labels, so

∫J_σσ′ dy = a_σ a_σ′* Σ_n (δ_nm − r^σ_nm r^σ′*_nm).

A mode has dk/2π states per length moving at v = dε/dk, so unit-flux states are counted by dε/2π. The reservoir is taken as ideal: all incoming modes are filled incoherently with one occupation matrix f̂(ε), whose elements f_σσ′ are the ensemble averages of a_σ a_σ′*. This fixes the meaning of **μ** below as a property of the incoming electrons, not of the local distribution near the interface, which also contains the reflected ones. Electrons coming from the far side with occupation f̂_far emerge in N with amplitude t̂′ and move toward −x. The total is

I_a = (1/4π) ∫dε Tr[σ_a A],  A = Σ_nm ( δ_nm f̂ − r̂_nm f̂ r̂†_nm − t̂′_nm f̂_far t̂′†_nm ),   (3)

where 1/4π is the product of 1/2π and the ½ of the spin.

The transverse components need the off-diagonal element of the Hermitian matrix A. For m = z, Tr σ_xA = A↑↓ + A↓↑ and Tr σ_yA = i(A↑↓ − A↓↑), so that

Tr σ_xA − i Tr σ_yA = 2A↑↓.

Since r̂ is diagonal, (r̂ f̂ r̂†)↑↓ = r↑ f↑↓ r↓*, and the first two terms of A give g f↑↓ with g from (2). The third term gives t′↑ (f_far)↑↓ t′↓*, which vanishes under the assumption that whatever is injected from the far side has no polarization transverse to m. A charge bias or an accumulation along m on that side is allowed. To first order in the shifts of the chemical potential,

f̂ = f(ε) + (−∂f/∂ε)(μ_c + ½ **μ**·σ),

so that |**μ**| is the splitting between the two spin directions along **μ**. The unit-matrix parts have no ↑↓ element, and (**μ**·σ)↑↓ = μ_x − iμ_y. At zero temperature −∂f/∂ε is a delta function and selects g at the Fermi energy; at finite temperature g stands for its average with that weight. Then

I_x − iI_y = (1/4π) · 2 · g · ½(μ_x − iμ_y) = g (μ_x − iμ_y)/4π.   (4)

The real part of (4) is I_x = (Re g μ_x + Im g μ_y)/4π, and minus the imaginary part is I_y = (Re g μ_y − Im g μ_x)/4π. For m = z one has m×(**μ**×m) = **μ** − m(m·**μ**) = (μ_x, μ_y, 0) and **μ**×m = (μ_y, −μ_x, 0), which turns (4) into (1), and the vector form holds for any m. The sum in (2) is M − Tr(r↑r↓†). A spin-independent unitary change of the mode basis, or a shift of the reference plane within N, multiplies r↑ and r↓ by the same unitary matrices and leaves the trace unchanged.

The longitudinal current uses the diagonal elements. Unitarity for each spin gives M − Σ|r^σ_nm|² = Σ|t^σ_nm|² = Σ|t′^σ_nm|² ≡ g_σ, so the equilibrium parts of (3) cancel. With the far side unshifted, A↑↑ − A↓↓ integrates to g↑(μ_c + ½**μ**·m) − g↓(μ_c − ½**μ**·m), and

I·m = (1/4π) [ (g↑ − g↓) μ_c + ½ (g↑ + g↓) **μ**·m ].

The transmitted longitudinal current is given by Σ|t^σ|² in place of M − Σ|r^σ|², which is the same number, so this component passes through unabsorbed. Unitarity also ties Re g to the ordinary conductances. From |r↑ − r↓|² = |r↑|² + |r↓|² − 2Re(r↑r↓*),

Re g = M − ½Σ|r↑|² − ½Σ|r↓|² + ½Σ|r↑ − r↓|² = ½(g↑ + g↓) + ½ Σ_nm |r↑_nm − r↓_nm|².   (5)

Thus Re g ≥ ½(g↑ + g↓) ≥ 0, and Re g can be finite when no charge passes. The Cauchy-Schwarz inequality gives |g − M| ≤ [(M − g↑)(M − g↓)]^(1/2) ≤ M, so g is close to M when either spin is weakly reflected, and Re g may lie above M but not above 2M.

The torque follows from the equation of motion of the spin density s_a = Ψ†σ_aΨ/2. The kinetic term gives −∇·j_a and V drops out. The exchange term U = −½Δ m·σ gives (i/2)Ψ†[U, σ_a]Ψ = (iΔ/4)Ψ†[σ_a, m·σ]Ψ, and [σ_a, σ_b] = 2iε_abc σ_c turns this into (iΔ/4)(2i)ε_abc m_b Ψ†σ_cΨ = −Δ(m×s)_a. Hence

∂s/∂t = −∇·j − Δ m×s.

The exchange interaction is invariant when all spins are rotated together, so the spin lost by the carriers is gained by the spins that make up the mean field. The torque on the magnet is τ = ∫Δ m×s d³r. In a steady state ∂s/∂t = 0, and integration over a region containing F, bounded by one plane in N on each side, gives

τ = I_in − I_out.

If the far side is a normal lead, the transmitted waves there are purely outgoing, their ↑↓ current element is Σ t↑_nm f↑↓ t↓*_nm, and the steps from (3) to (4) give I_out,⊥ as (1) with g_t in place of g. Therefore

τ = (1/4π) [ Re(g − g_t) m×(**μ**×m) + Im(g − g_t) **μ**×m ].   (6)

Unitarity gives Re(g − g_t) = ½ Σ_nm (|r↑_nm − r↓_nm|² + |t↑_nm − t↓_nm|²) ≥ 0. The first term therefore turns m toward **μ** and is called damping-like; the second makes m precess about **μ** and is called field-like. Without exchange r↑ = r↓ and t↑ = t↓, so g = g_t by unitarity and the torque vanishes although g does not. Cauchy-Schwarz gives |g_t| ≤ (g↑g↓)^(1/2), so g_t is exponentially small in the thickness as soon as one spin has to tunnel. Spin-orbit coupling spoils the argument twice: H no longer commutes with m·σ, so r̂ acquires spin-flip elements, and the continuity equation gains a further term that exchanges spin with the orbital motion.

These statements were tested on a disordered tight-binding strip six sites wide with M = 4 open modes and tilted m and **μ**; the numerical output follows the text. The amplitudes r^σ and t^σ came from matching scalar waves, while the spin currents on bonds in N and the site sum of Δ m×s came from the Green function of the full spinor Hamiltonian. Equations (1), (5), (6), the longitudinal formula and the absence of a torque under collinear injection from the far side were all confirmed. For a three-layer metallic film g = 3.465 − 0.178i and |g_t| = 2.47, and dropping g_t misstates the torque by 59 % of its magnitude. For a sixteen-layer half-metal with a stepped face g = 4.580 + 0.259i, above M = 4, the n ≠ m terms contribute −0.430 − 0.173i to Σ r↑r↓*, and |g_t| = 1.9×10⁻¹¹, so g alone gives the torque. A spin-orbit hopping of 0.3 Ha in the thin film makes I_in − I_out differ from the exchange torque by 1.06 times the magnitude of that torque.

In a metallic magnet both spins propagate in at least part of the modes, and the contribution of such a mode to g_t is in general not small. How it dies out can be followed in the free-electron Stoner model: V = 0 for x < 0 and constant potentials V↑ = V − Δ/2, V↓ = V + Δ/2 for x > 0. The parallel wave vector is conserved and labels the modes, so r_nm is diagonal and, with u = k_∥², Σ_n → A∫d²k_∥/(2π)² = A∫du/4π for area A, with u from 0 to k_F² = 2E_F. The count of modes is the Sharvin value M/A = k_F²/4π. The normal wave numbers are k = (k_F² − u)^(1/2) and q_σ = (k² − 2V_σ)^(1/2), with q = iκ, κ > 0, when the wave is evanescent. Continuity of ψ and ψ′ at x = 0 reads 1 + r = t and k(1 − r) = qt, where t multiplies e^(iqx), so

r_σ = (k − q_σ)/(k + q_σ),  t_σ = 2k/(k + q_σ).

At depth x the current element per unit incident flux is

(ψ↓*ψ↑′ − ψ↓*′ψ↑)/(2ik) = t↑t↓* (q↑ + q↓*)/(2k) · e^(iφx),  φ = q↑ − q↓*.

The prefactor equals 2k(q↑ + q↓*)/[(k + q↑)(k + q↓*)], and so does a ≡ 1 − r↑r↓*, because (k + q↑)(k + q↓*) − (k − q↑)(k − q↓*) = 2k(q↑ + q↓*). What remains unabsorbed at depth x is then

R(x) = ∫(du/4π) a(u) e^(iφx),  R(0) = g/A.

The torque integral reproduces this. From τ_x = −Δs_y and τ_y = Δs_x one has τ_x − iτ_y = −iΔ(s_x − is_y), and s_x − is_y is the ↑↓ element of the density, proportional to ψ↑ψ↓*/k. Then −iΔ∫₀ˣ t↑t↓* e^(iφx′)dx′/k = (Δ/φ)(t↑t↓*/k)(1 − e^(iφx)). Since q↓² is real, q↑² − q↓*² = 2Δ, so Δ/φ = (q↑ + q↓*)/2 and the integral is a(1 − e^(iφx)). A mode with both spins propagating keeps |e^(iφx)| = 1: its spin precesses with wave number φ and never loses its transverse part. The decay of R has two sources. Modes whose minority wave is evanescent lose their transverse part one by one, exponentially in x; the others cancel in the sum because φ is spread over the modes.

For large x take V↑ < 0 < V↓ < E_F, so that q↑ is real for all modes, and use p = q↓* as variable. Then u = q₀² − p² with q₀ = q↓(u = 0), k = (p² + 2V↓)^(1/2), q↑ = (p² + 2Δ)^(1/2) and r↓* = (k − p)/(k + p). As u grows, p runs along the real axis from q₀ to 0 and then down the imaginary axis to −i(2V↓)^(1/2). Inside the fourth quadrant p² lies in the lower half-plane, so both roots are analytic with positive real and negative imaginary parts, and the denominators k + p and k + q↑ do not vanish. The path can be pulled away from the corner p = 0, which thus contributes nothing. On the new path φ = 2Δ/(q↑ + p) has a positive imaginary part, so e^(iφx) is damped; the lower end carries the factor exp[−(2V↓)^(1/2)x]; and dφ/dp = p/q↑ − 1 does not vanish for Δ ≠ 0. Integration by parts is then allowed and leaves the end u = 0. With a prime for d/du, two integrations give

4πR = −a e^(iφx)/(iφ′x) + (a/φ′)′ e^(iφx)/(φ′(ix)²) + … at u = 0,

R(x) ≈ i (C/x) e^(iφ₀x) [ 1 + i (a/φ′)′/(a x) ],  C = a₀/(4πφ₀′),   (7)

with a₀, φ₀ = q↑ − q↓ and φ₀′ = ½(1/q↓ − 1/q↑) taken at normal incidence, the last from dq/du = −1/2q. At u = 0 both a and φ′ are real, so the first correction shifts the phase and leaves the modulus unchanged at that order. The 1/x law is typical when φ is stationary only at isolated points of the k_∥ plane, here at k_∥ = 0. A zero of φ′ at some u > 0 would make φ stationary on a whole ring of modes and slow the decay to x^(−1/2); in this model there is no such zero. The power law belongs to zero temperature. At thermal energy k_BT the average over ε with weight −∂f/∂ε multiplies the leading term by y/sinh y, where y = πk_BT |dφ₀/dε| x and dφ₀/dε = 1/q↑ − 1/q↓ at normal incidence, so the decay becomes exponential once y exceeds one. In the example below this happens at about 880 bohr for 300 K.

For a film 0 < x < d between two normal leads write ψ = αe^(iqx) + βe^(−iq(x−d)) inside and te^(ik(x−d)) beyond, with E = e^(iqd) and ρ = (k − q)/(k + q). At x = d, αE + β = t and q(αE − β) = kt give β = −ρEα. At x = 0, 1 + r = α(1 − ρE²) and k(1 − r) = qα(1 + ρE²). Adding k times the first to the second gives 2k = α(k + q)(1 − ρ²E²), and 2k/(k + q) = 1 + ρ. Hence α = (1 + ρ)/(1 − ρ²E²), and r = α(1 − ρE²) − 1 and t = αE(1 − ρ) become

r = ρ(1 − E²)/(1 − ρ²E²),  t = (1 − ρ²)E/(1 − ρ²E²).

The example takes round model parameters: E_F = 0.2 Ha, V↑ = −0.02 Ha, V↓ = 0.06 Ha, so Δ = 0.08 Ha, and μ = 10⁻⁵ Ha (0.272 meV) perpendicular to m. Then k_F = 0.632456, q↑ = 0.663325 and q↓ = 0.529150 bohr⁻¹ at normal incidence, where r↑ = −0.023823, r↓ = 0.088933 and a₀ = 1 + 0.023823 × 0.088933 = 1.002119. For the semi-infinite magnet M/A = 0.4/4π = 0.031831 bohr⁻² and

g/A = 0.031453 + 0.001196i bohr⁻²,  G↑↓/A = (4.35 + 0.165i)×10¹⁴ Ω⁻¹m⁻².

Equation (5) splits the real part as ½(0.0313194 + 0.0209019) + 0.0053418 = 0.0261107 + 0.0053418 = 0.0314525. The majority spin is weakly reflected, g↑ being within two per cent of M, and the Cauchy-Schwarz bound then keeps |g − M| below 0.075 M. The ratio Re g/M = 0.988 is closer to one than this requires, partly because Re r↑r↓* changes sign over the modes. The imaginary part is 0.038 of the real part, and its origin and sign can be read off. Where both spins propagate, r↑ and r↓ are real and a is real. Where the minority wave is evanescent, r↓* = (k + iκ)/(k − iκ) = e^(2iδ) with tan δ = κ/k, so Im a = −r↑ sin 2δ, which is positive because q↑ > k makes r↑ negative, and small where r↑ is small. The torque per area on a magnet thick enough to absorb everything is 0.0314525 × 10⁻⁵/4π = 2.50×10⁻⁸ Ha/bohr² (3.90×10⁻⁵ J/m²) along m×(**μ**×m) and 9.51×10⁻¹⁰ Ha/bohr² (1.48×10⁻⁶ J/m²) along **μ**×m.

The absorption is slow. With φ₀ = 0.663325 − 0.529150 = 0.134175 bohr⁻¹ the period 2π/φ₀ is 46.8 bohr, and C = 1.002119/(4π × 0.191133) = 0.4172 bohr⁻¹. The computed |R|/|g/A| is 0.62, 0.35, 0.128 and 0.033 at 10, 30, 100 and 400 bohr, against 1.33, 0.44, 0.133 and 0.033 from C/x. The error of the leading term of (7), relative to that term, is 0.0565 at 400 bohr and 0.0142 at 1600 bohr, a fall by a factor close to four, which was tested and matches a correction of order 1/x. The torque integral over the first 100 bohr gives 0.0338397 − 0.0020400i bohr⁻², so R(100) = (0.0314525 − 0.0338397) + (0.0011956 + 0.0020400)i = −0.00239 + 0.00324i. The leading term has φ₀x − 4π = 0.851 and gives 0.00417(−sin 0.851 + i cos 0.851) = −0.00314 + 0.00275i. The moduli agree to 4 % while the complex values differ by about 0.2 of the leading term, as a correction that is mainly a phase requires.

For films, g − g_t from the closed amplitudes was tested against the torque integral over wave functions obtained by solving the four matching equations numerically. In bohr⁻²:

d = 10: g/A = 0.03111 − 0.00009i, g_t/A = −0.00653 + 0.01835i, difference 0.03764 − 0.01844i
d = 30: g/A = 0.03177 + 0.00140i, g_t/A = 0.00332 − 0.01029i, difference 0.02844 + 0.01169i
d = 100: g/A = 0.03142 + 0.00115i, g_t/A = −0.00235 + 0.00321i, difference 0.03377 − 0.00206i

The real part of g stays near its semi-infinite value, while g_t rotates in the complex plane. At d = 100 it is close to R(100); near normal incidence, where ρ² is small and multiple reflections can be dropped, t↑t↓* ≈ (1 − ρ↑²)(1 − ρ↓²)e^(iφd) and a e^(iφd) both have prefactors near one. At all three thicknesses Im g_t exceeds Im g in magnitude, so g_t fixes the sign of the field-like torque, which at 10 and 100 bohr is opposite to that of the semi-infinite Im g. Using g alone at 100 bohr underestimates the damping-like coefficient 0.03377 by 7 % and gets the sign of the field-like one wrong. A negative Re g_t, which makes the absorbed part exceed Re g, means that the transmitted spin current, summed over the modes, has a component opposite to the transverse part of **μ**.

A magnetic insulator is the opposite case. With V↑ = 0.25 Ha and V↓ = 0.33 Ha, both above E_F, r_σ = e^(−2iδ_σ) with tan δ_σ = κ_σ/k, and g↑ = g↓ = 0. Then a = 1 − e^(iγ) = (1 − cos γ) − i sin γ with γ = 2(δ↓ − δ↑), positive because κ↓ > κ↑: the reflected spin is rotated about m during its evanescent visit, and the change is handed to the magnet with a density that decays over the length 1/(κ↑ + κ↓). At normal incidence γ = 0.4298 rad, and γ goes to zero at grazing incidence, where both δ approach π/2. The sum is g/A = 0.000883 − 0.006655i bohr⁻², or G↑↓/A = (1.22 − 9.21i)×10¹³ Ω⁻¹m⁻², and it was tested against the torque integral over the evanescent tails. For small γ the real part is of order γ² and the imaginary part of order γ, so here the field-like torque dominates and has the sign opposite to the metallic step.

To see what (6) does to a magnet, treat it as one rigid spin S m driven by this torque alone, with no anisotropy, field or intrinsic damping, and with **μ** = μz held fixed. Set g_a = g − g_t and let θ, ϕ be the polar angles of m. The z component of m×(z×m) is 1 − cos²θ and that of z×m is zero, so d(cos θ)/dt = sin²θ/T, or dθ/dt = −sin θ/T, with T = 4πS/(μ Re g_a). Since d ln tan(θ/2)/dθ = 1/sin θ,

tan(θ/2) = tan(θ₀/2) e^(−t/T).

The vector z×m is sin θ times the azimuthal unit vector, and the azimuthal velocity of m is sin θ dϕ/dt, so dϕ/dt = μ Im g_a/(4πS). Both laws were tested by integrating the vector equation. For d = 100 bohr the bulk densities n_σ = q_σ³/6π² are 0.004929 and 0.002502 bohr⁻³, and the bulk estimate, which ignores the surfaces, is S/A = ½(n↑ − n↓)d = 0.1213 bohr⁻². Then T = 4π × 0.12133/(0.0337692 × 10⁻⁵) = 4.52×10⁶ atomic units, or 0.109 ns. The rotation from 150° to 30° takes T ln(tan 75°/tan 15°) = 2.634 T = 0.288 ns, during which the azimuth changes by (−0.0020596/0.0337692) × 2.634 = −0.161 rad. Equation (6) was derived for static m. A magnet turning at the rate 1/T exchanges energies of order 1/T with the electrons it scatters, so the static result needs 1/(Tμ) ≪ 1. Here 1/(Tμ) = 0.022. A turning film pumps spin into the leads on both sides, so the neglected spin-pumping terms are about 2/(Tμ) = 0.044 of the damping-like torque. The field-like coefficient is only 0.061 of the damping-like one, so a neglected term of that size can shift the azimuth by about 0.044 × 2.634 ≈ 0.12 rad. The value −0.161 rad is what (6) alone gives; the neglected shift is comparable to it, so the azimuth cannot be predicted without spin pumping.

Calculated quantities

```
strip: width 6 sites, E = -0.9 Ha, open modes M = 4
thin metal, 3 layers: g = 3.4650 -0.1783i, |g_t| = 2.471e+00
  g_up = 2.9943, g_dn = 2.748e+00, n!=m part of sum r r* = 0.2698 +0.1666i
  |torque| = 0.272646 Ha, rel. error if g_t dropped = 5.89e-01
  spin-orbit 0.3 Ha: |I_in-I_out-torque|/|torque| = 1.062
half-metal, 16 layers, stepped face: g = 4.5798 +0.2589i, |g_t| = 1.884e-11
  g_up = 2.8436, g_dn = 2.617e-21, n!=m part of sum r r* = -0.4301 -0.1735i
  |torque| = 0.298131 Ha, rel. error if g_t dropped = 4.11e-12
model: E_F = 0.2 Ha, V_up = -0.02 Ha, V_dn = 0.06 Ha, Delta = 0.08 Ha
mu = 1e-05 Ha = 0.2721 meV, perpendicular to m
k_F = 0.632456, q_up(0) = 0.663325, q_dn(0) = 0.529150 1/bohr
normal incidence: r_up = -0.023823, r_dn = 0.088933, a0 = 1.002119
Sharvin M/A = 0.0318310 1/bohr^2
g_up/A = 0.0313194, g_dn/A = 0.0209019 1/bohr^2
(g_up+g_dn)/2A = 0.0261107, sum|r_up-r_dn|^2/2A = 0.0053418 1/bohr^2
g/A = 0.0314525 +0.0011956i 1/bohr^2
Re g/M = 0.9881, Im g/Re g = 0.0380
G_mix/A = 4.3513e+14 +1.6541e+13i 1/(ohm m^2)
torque/A along m x (mu x m): 2.5029e-08 Ha/bohr^2 = 3.8968e-05 J/m^2
torque/A along mu x m: 9.5146e-10 Ha/bohr^2 = 1.4813e-06 J/m^2
phi0 = 0.134175 1/bohr, period = 46.83 bohr, phi0' = 0.191133 bohr
envelope C = 0.41723 1/bohr (remainder ~ C/x)
depth 10 bohr: |remainder|/|g| = 0.6194, C/(x|g|) = 1.3256
depth 30 bohr: |remainder|/|g| = 0.3466, C/(x|g|) = 0.4419
depth 100 bohr: |remainder|/|g| = 0.1277, C/(x|g|) = 0.1326
depth 400 bohr: |remainder|/|g| = 0.0331, C/(x|g|) = 0.0331
absorbed/A within 100 bohr = 0.0338397 -0.0020400i 1/bohr^2
rel. error of 1/x law: 0.0565 at 400 bohr, 0.0142 at 1600 bohr
film d = 10 bohr: g/A = 0.0311088 -0.0000903i, g_t/A = -0.0065288 +0.0183469i 1/bohr^2
  (g - g_t)/A = 0.0376375 -0.0184372i 1/bohr^2
film d = 30 bohr: g/A = 0.0317691 +0.0013964i, g_t/A = 0.0033249 -0.0102902i 1/bohr^2
  (g - g_t)/A = 0.0284442 +0.0116866i 1/bohr^2
film d = 100 bohr: g/A = 0.0314198 +0.0011536i, g_t/A = -0.0023494 +0.0032131i 1/bohr^2
  (g - g_t)/A = 0.0337692 -0.0020596i 1/bohr^2
n_up = 0.004929, n_dn = 0.002502 1/bohr^3, S/A = 0.12133 hbar/bohr^2
T = 4.5151e+06 a.u. = 0.1092 ns, 1/(T mu) = 0.0221
rotation 150 -> 30 deg: 1.1892e+07 a.u. = 0.2877 ns, azimuth -0.1606 rad
insulator: V_up = 0.25 Ha, V_dn = 0.33 Ha, phase difference at k_par=0: 0.4298 rad
  g/A = 0.0008825 -0.0066548i 1/bohr^2
  G_mix/A = 1.2209e+13 -9.2065e+13i 1/(ohm m^2)
```
